# When free carriers dominate SCF conditioning in a doped semiconductor: verification in Python

```python
"""
Result under test (Hartree atomic units):
  a semiconductor with n nondegenerate free carriers per volume has
      eps(q) = eps_inf + 4 pi n / (kT q^2),
  so a supercell of length L (smallest wavevector 2 pi / L) has SCF condition number
      kappa(L) = eps_inf + n L^2 / (pi kT),
  and the carrier term exceeds eps_inf beyond
      L_star = sqrt(pi eps_inf kT / n) = 2 pi * (Debye length).
Symbols: kT thermal energy, mass = carrier effective mass, chi = static density
response to a potential energy V, Nc = band-edge density 2 (mass kT / 2 pi)^(3/2).
The carriers are treated by diagonalization in a cell that is long in x; the motion
along y and z is free and its Fermi occupation is integrated exactly.
Densities and potentials are stored as coefficients of cos(2 pi m x / L), m >= 1.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import dawsn

HARTREE = const.physical_constants["Hartree energy"][0]
BOHR = const.physical_constants["Bohr radius"][0]
BOHR_NM = BOHR * 1e9
PER_CM3 = (BOHR * 100.0) ** 3          # one carrier per cm^3 in bohr^-3

# model parameters
EPS_INF = 10.0
MASS = 0.5
TEMPERATURE = 300.0
DENSITY_CM3 = 1e17
Q_BACKGROUND = 1.0                     # decay wavevector of the background, 1/bohr
Q_CUTOFF = 8.0                         # largest density wavevector, 1/bohr

kT = const.k * TEMPERATURE / HARTREE
density = DENSITY_CM3 * PER_CM3


def eps_background(q):
    """Model interband dielectric function: EPS_INF at q = 0, 1 at large q."""
    return 1 + (EPS_INF - 1) / (1 + (q / Q_BACKGROUND) ** 2) ** 2


def basis_size(length, mass, temp):
    """Plane waves up to a kinetic energy of 40 temp."""
    return int(np.ceil(np.sqrt(80 * mass * temp) * length / (2 * np.pi)))


def carrier_density(v_cos, length, n, mass, temp):
    """Cosine coefficients of the carrier density in the potential v_cos."""
    top = basis_size(length, mass, temp)
    waves = np.arange(-top, top + 1)
    table = np.zeros(2 * top + 1)
    table[1:len(v_cos) + 1] = np.asarray(v_cos) / 2
    ham = table[np.abs(waves[:, None] - waves[None, :])]
    ham = ham + np.diag((2 * np.pi * waves / length) ** 2 / (2 * mass))
    energy, vec = eigh(ham)

    def occupation(eta):
        # two spins, integrated over the free transverse motion
        return mass * temp / np.pi * np.logaddexp(0.0, eta - energy / temp)

    eta = brentq(lambda t: np.log(occupation(t).sum() / length / n),
                 -40.0, 20.0, xtol=1e-13)
    dens_matrix = (vec * occupation(eta)) @ vec.T
    return np.array([2 / length * np.trace(dens_matrix, offset=m)
                     for m in range(1, top + 1)])


def carrier_chi(mode, length, n, mass, temp):
    """Static response at wavevector 2 pi mode / length by central difference."""
    step = np.zeros(mode)
    step[-1] = 1e-3 * temp
    plus = carrier_density(step, length, n, mass, temp)[mode - 1]
    minus = carrier_density(-step, length, n, mass, temp)[mode - 1]
    return (plus - minus) / (2 * step[-1])


def dawson_factor(q, mass, temp):
    y = q / np.sqrt(8 * mass * temp)
    return dawsn(y) / y


def band_edge_density(mass, temp):
    return 2 * (mass * temp / (2 * np.pi)) ** 1.5


def degeneracy_factor(n, mass, temp):
    return 1 / (1 + n / (np.sqrt(8) * band_edge_density(mass, temp)))


def make_scf_map(length, doped):
    """Return wavevectors and the map from input to output density change.
    All modes in reach of the carriers are kept; the higher ones, which only the
    background screens and which do not couple, are sampled up to Q_CUTOFF."""
    top = basis_size(length, MASS, kT)
    last = int(Q_CUTOFF * length / (2 * np.pi))
    high = np.unique(np.rint(np.geomspace(top + 1, last, 40)).astype(int))
    q = 2 * np.pi * np.concatenate([np.arange(1, top + 1), high]) / length
    chi_bound = -(q ** 2) / (4 * np.pi) * (eps_background(q) - 1)

    def scf_map(rho):
        potential = 4 * np.pi * rho / q ** 2
        out = chi_bound * potential
        if doped:
            out[:top] += carrier_density(potential[:top], length, density, MASS, kT)
        return out

    return q, scf_map


def numerical_condition(length):
    """Extreme eigenvalues of the finite-difference Jacobian of rho - F(rho)."""
    q, scf_map = make_scf_map(length, True)
    jac = np.eye(len(q))
    for col in range(len(q)):
        step = np.zeros(len(q))
        step[col] = 1e-3 * kT * q[col] ** 2 / (4 * np.pi)
        jac[:, col] -= (scf_map(step) - scf_map(-step)) / (2 * step[col])
    eig = np.linalg.eigvals(jac)
    assert np.max(np.abs(eig.imag)) < 1e-6
    return eig.real.max(), eig.real.min()


def run_mixing(length, doped, alpha, max_steps):
    """Linear mixing from a small error in the longest and shortest waves.
    The exact solution is zero density change; returns the error norms."""
    q, scf_map = make_scf_map(length, doped)
    rho = np.zeros(len(q))
    rho[0] = rho[-1] = 1e-4 * density
    norms = [np.linalg.norm(rho)]
    for _ in range(max_steps):
        rho = rho + alpha * (scf_map(rho) - rho)
        norms.append(np.linalg.norm(rho))
        if norms[-1] < 1e-6 * norms[0]:
            break
    return np.array(norms)


debye = np.sqrt(EPS_INF * kT / (4 * np.pi * density))
L_star = np.sqrt(np.pi * EPS_INF * kT / density)
q_star = 2 * np.pi / L_star

print(f"eps_inf = {EPS_INF:.1f}, effective mass = {MASS:.2f} electron masses")
print(f"temperature = {TEMPERATURE:.0f} K, kT = {kT:.4e} hartree")
print(f"carrier density = {DENSITY_CM3:.1e} cm^-3 = {density:.4e} bohr^-3")
print(f"n/Nc = {density / band_edge_density(MASS, kT):.4f}")
print(f"Debye length = {debye:.1f} bohr = {debye * BOHR_NM:.2f} nm")
print(f"L_star from formula = {L_star:.0f} bohr = {L_star * BOHR_NM:.1f} nm")
print(f"q at L_star = {q_star:.3e} bohr^-1")
print(f"q^2/(12 m kT) at L_star = {q_star**2 / (12 * MASS * kT):.5f}")

# Quantum response at finite q, at a density low enough to remove degeneracy
dilute = density / 1000
print("Response ratio chi/(-n/kT), dilute: q (bohr^-1), computed, Dawson formula")
for mode in (1, 5, 10, 20):
    q = mode * q_star
    computed = carrier_chi(mode, L_star, dilute, MASS, kT) / (-dilute / kT)
    formula = dawson_factor(q, MASS, kT)
    assert abs(computed - formula) < 1e-4
    print(f"  {q:.4f}  {computed:.5f}  {formula:.5f}")

# The leading response does not depend on the mass and falls as 1/T
chi_ref = carrier_chi(1, L_star, density, MASS, kT)
mass_ratio = carrier_chi(1, L_star, density, 2 * MASS, kT) / chi_ref
temp_ratio = carrier_chi(1, L_star, density, MASS, 2 * kT) / chi_ref
assert abs(mass_ratio - 1) < 0.01
assert abs(temp_ratio - 0.5) < 0.01
print(f"chi ratio on doubling the mass = {mass_ratio:.4f}")
print(f"chi ratio on doubling T = {temp_ratio:.4f}")

# Condition number from the Jacobian against the formula
print("Condition number: L/L_star, L (nm), largest eig, smallest eig, kappa, formula")
for factor in (0.5, 1.0, 2.0):
    length = factor * L_star
    q = 2 * np.pi / length
    largest, smallest = numerical_condition(length)
    kappa = largest / smallest
    kappa_formula = EPS_INF + density * length ** 2 / (np.pi * kT)
    refined = eps_background(q) + (4 * np.pi * density / (kT * q ** 2)
                                   * dawson_factor(q, MASS, kT)
                                   * degeneracy_factor(density, MASS, kT))
    assert abs(largest / refined - 1) < 2e-4
    # the leading formula omits corrections of somewhat below one percent
    assert abs(kappa / kappa_formula - 1) < 0.01
    print(f"  {factor:.1f}  {length * BOHR_NM:.1f}  {largest:.3f}  {smallest:.4f}"
          f"  {kappa:.3f}  {kappa_formula:.3f}")


# Crossover length by root search on the computed response
def carrier_excess(length):
    q = 2 * np.pi / length
    chi = carrier_chi(1, length, density, MASS, kT)
    return -4 * np.pi * chi / q ** 2 - eps_background(q)


L_cross = brentq(carrier_excess, 0.7 * L_star, 1.5 * L_star, rtol=1e-7)
assert abs(L_cross / L_star - 1) < 0.01
print(f"crossover length from computed response = {L_cross * BOHR_NM:.2f} nm")
print(f"crossover length / L_star = {L_cross / L_star:.4f}")

# Nonlinear SCF runs at L_star with and without carriers
print("Linear mixing at L_star, error reduced by 1e6: alpha, factor, steps, predicted")
for label, doped, kappa in (("undoped", False, EPS_INF), ("doped", True, 2 * EPS_INF)):
    alpha = 2 / (kappa + 1)
    rate = (kappa - 1) / (kappa + 1)
    norms = run_mixing(L_star, doped, alpha, 400)
    steps = len(norms) - 1
    predicted = np.log(1e6) / np.log(1 / rate)
    assert norms[-1] < 1e-6 * norms[0]
    assert abs(steps / predicted - 1) < 0.03
    print(f"  {label}: {alpha:.4f}  {rate:.4f}  {steps}  {predicted:.1f}")

# The best undoped mixing parameter must make the doped cell diverge
alpha_undoped = 2 / (EPS_INF + 1)
norms = run_mixing(L_star, True, alpha_undoped, 4)
growth = norms[4] / norms[3]
growth_formula = abs(1 - alpha_undoped * 2 * EPS_INF)
assert growth > 1 and abs(growth / growth_formula - 1) < 0.03
print(f"doped cell with undoped alpha: error growth per step = {growth:.3f}")
print(f"  growth predicted = {growth_formula:.3f}")

# Other dopings, with the computed departure from the ideal response at L_star
print("Doping table: n (cm^-3), L_star (nm), n/Nc, n*L_star^3, chi/(-n/kT)")
for n_cm3 in (1e16, 1e17, 1e18):
    n = n_cm3 * PER_CM3
    length = np.sqrt(np.pi * EPS_INF * kT / n)
    ratio = carrier_chi(1, length, n, MASS, kT) / (-n / kT)
    expected = (dawson_factor(2 * np.pi / length, MASS, kT)
                * degeneracy_factor(n, MASS, kT))
    assert abs(ratio - expected) < 5e-3
    print(f"  {n_cm3:.0e}  {length * BOHR_NM:.1f}"
          f"  {n / band_edge_density(MASS, kT):.4f}  {n * length**3:.1f}  {ratio:.4f}")

print("PASS")
```

Output:

```
eps_inf = 10.0, effective mass = 0.50 electron masses
temperature = 300 K, kT = 9.5004e-04 hartree
carrier density = 1.0e+17 cm^-3 = 1.4818e-08 bohr^-3
n/Nc = 0.0113
Debye length = 225.9 bohr = 11.95 nm
L_star from formula = 1419 bohr = 75.1 nm
q at L_star = 4.427e-03 bohr^-1
q^2/(12 m kT) at L_star = 0.00344
Response ratio chi/(-n/kT), dilute: q (bohr^-1), computed, Dawson formula
  0.0044  0.99656  0.99657
  0.0221  0.91831  0.91831
  0.0443  0.71773  0.71773
  0.0885  0.31073  0.31073
chi ratio on doubling the mass = 1.0043
chi ratio on doubling T = 0.5021
Condition number: L/L_star, L (nm), largest eig, smallest eig, kappa, formula
  0.5  37.6  12.455  1.0021  12.428  12.500
  1.0  75.1  19.926  1.0021  19.884  20.000
  2.0  150.2  49.807  1.0021  49.701  50.000
crossover length from computed response = 75.38 nm
crossover length / L_star = 1.0037
Linear mixing at L_star, error reduced by 1e6: alpha, factor, steps, predicted
  undoped: 0.1818  0.8182  69  68.8
  doped: 0.0952  0.9048  135  138.0
doped cell with undoped alpha: error growth per step = 2.622
  growth predicted = 2.636
Doping table: n (cm^-3), L_star (nm), n/Nc, n*L_star^3, chi/(-n/kT)
  1e+16  237.5  0.0011  133.9  0.9993
  1e+17  75.1  0.0113  42.4  0.9926
  1e+18  23.7  0.1127  13.4  0.9317
PASS
```
